\section*{Exchange splitting of the 3s level in 3d ions, with Mn2+, part 1}

(Sections cited here and not found follow in the second part.)

\section{The splitting within one configuration}

An ion has an open shell $3d^n$ whose electrons form a term of spin $S$ and orbital angular momentum $L$. All other shells are closed. An X-ray photon removes one electron from the $3s$ shell. The electron left behind in $3s$ has spin one half, which can be coupled to the spin of the $3d$ shell in two ways, and the $3s$ photoelectron line splits. The problem is to derive this splitting in the simplest model, to evaluate it for Mn$^{2+}$, and to examine how far the mixing of configurations accounts for its disagreement with the measured size.

The model of this first half makes four assumptions. The final states belong to the single configuration $3s^1 3d^n$ plus closed shells. Both final states use the same orbitals, and all five $3d$ orbitals share one radial function. Spin-orbit coupling is neglected. The free ion has spherical symmetry. Atomic units are used in the algebra, and numbers are given in eV and angstrom. The orbitals are
\begin{equation}
\phi_s(\mathbf r)=R_s(r)\,Y_{00},\qquad
\phi_m(\mathbf r)=R_d(r)\,Y_{2m}(\hat{\mathbf r}),\qquad
Y_{00}=\frac{1}{\sqrt{4\pi}},
\end{equation}
with real radial functions normalized by $\int_0^\infty R^2r^2\,dr=1$. Two-electron integrals are written
\begin{equation}
(ab|cd)=\int\!\!\int \phi_a^*(1)\phi_b(1)\,\frac{1}{r_{12}}\,
\phi_c^*(2)\phi_d(2)\,d^3r_1\,d^3r_2 .
\end{equation}

\subsection*{(a) The integrals between 3s and 3d}

\textbf{Question.} Reduce the direct integrals $(ss|mm')$ and the exchange integrals $(sm'|ms)$ to radial integrals. What is the sign of the exchange integral?

\textbf{Solution.} The multipole expansion of the Coulomb repulsion is
\begin{equation}
\frac{1}{r_{12}}=\sum_{k=0}^{\infty}\frac{4\pi}{2k+1}\,
\frac{r_<^k}{r_>^{k+1}}\sum_{q=-k}^{k}Y_{kq}^*(1)\,Y_{kq}(2),
\label{eq:multipole}
\end{equation}
where $r_<$ and $r_>$ are the smaller and the larger of $r_1$ and $r_2$.

In the exchange integral, electron 1 contributes the product $\phi_s^*\phi_{m'}$ and electron 2 the product $\phi_m^*\phi_s$. The $s$ function is constant on the sphere, so the angular integrals are orthogonality relations:
\begin{align}
\frac{1}{\sqrt{4\pi}}\int Y_{kq}^*\,Y_{2m'}\,d\Omega_1
&=\frac{\delta_{k2}\,\delta_{qm'}}{\sqrt{4\pi}},\\
\frac{1}{\sqrt{4\pi}}\int Y_{2m}^*\,Y_{kq}\,d\Omega_2
&=\frac{\delta_{k2}\,\delta_{qm}}{\sqrt{4\pi}} .
\end{align}
One multipole, $k=2$, survives. Its prefactor is $4\pi/5$, and the two factors $1/\sqrt{4\pi}$ cancel the $4\pi$. Hence
\begin{equation}
(sm'|ms)=\delta_{mm'}\,\frac{G^2}{5},
\label{eq:exchange}
\end{equation}
with the Slater integral
\begin{equation}
G^2=\int_0^\infty\!\!\int_0^\infty R_s(r_1)R_d(r_1)\,
\frac{r_<^2}{r_>^3}\,R_s(r_2)R_d(r_2)\,r_1^2r_2^2\,dr_1\,dr_2 .
\label{eq:G2}
\end{equation}
The superscript on $G^2$ is the multipole order and not a power.

In the direct integral, electron 1 contributes $|\phi_s|^2$, which is spherical and selects $k=0$. The prefactor is then $4\pi$, and each angular integral gives $1/\sqrt{4\pi}$, the second one together with $\delta_{mm'}$:
\begin{equation}
(ss|mm')=\delta_{mm'}F^0,\qquad
F^0=\int_0^\infty\!\!\int_0^\infty R_s^2(r_1)\,\frac{1}{r_>}\,R_d^2(r_2)\,
r_1^2r_2^2\,dr_1\,dr_2 .
\end{equation}

The exchange integral with $m=m'$ is twice the electrostatic self-energy of the complex charge density $\rho=\phi_m^*\phi_s$. In Fourier space it is an integral of $|\rho(\mathbf k)|^2$ multiplied by the positive function $4\pi/k^2$. Therefore $G^2>0$. It is large when $R_s$ and $R_d$ occupy the same region of space.

\subsection*{(b) Exchange as a coupling of two spins}

\textbf{Question.} Show that the whole exchange interaction between the single $3s$ electron and the $3d$ shell depends only on $n$ and on the two spins $\mathbf s$ and $\mathbf S$.

\textbf{Solution.} Let $s_\sigma^\dagger$ and $d_{m\sigma}^\dagger$ create electrons of spin $\sigma$. The Coulomb operator is
\begin{equation}
\frac12\sum_{abcd}\sum_{\sigma\tau}(ab|cd)\,
a_\sigma^\dagger c_\tau^\dagger d_\tau b_\sigma ,
\end{equation}
where the letters $a,b,c,d$ run over all orbitals. The terms that keep one electron in $3s$ and $n$ in $3d$ and that involve both shells are of two kinds. Each kind occurs twice, because the names of the two electrons can be exchanged, and this cancels the factor $1/2$.

The direct kind has $a=b=s$. With the integrals of part (a) it gives $F^0$ times the number of $3s$ electrons times the number of $3d$ electrons, which is the constant $nF^0$. The exchange kind has $a=d=s$:
\begin{equation}
H_{\rm x}=\frac{G^2}{5}\sum_m\sum_{\sigma\tau}
s_\sigma^\dagger\,d_{m\tau}^\dagger\,s_\tau\,d_{m\sigma}.
\end{equation}
Moving $s_\tau$ to the left past $d_{m\tau}^\dagger$ changes the sign, since these operators anticommute:
\begin{equation}
H_{\rm x}=-\frac{G^2}{5}\sum_{\sigma\tau}
s_\sigma^\dagger s_\tau\sum_m d_{m\tau}^\dagger d_{m\sigma}.
\label{eq:swap}
\end{equation}

The terms with $\sigma=\tau$ contain number operators. For one $3s$ electron these are $\tfrac12\pm s_z$, and for the $3d$ shell they are $\tfrac n2\pm S_z$. Their contribution to the double sum is
\begin{equation}
\left(\tfrac12+s_z\right)\left(\tfrac n2+S_z\right)
+\left(\tfrac12-s_z\right)\left(\tfrac n2-S_z\right)
=\frac n2+2s_zS_z .
\end{equation}
For $\sigma=\uparrow$, $\tau=\downarrow$ the product is $s_\uparrow^\dagger s_\downarrow\sum_m d_{m\downarrow}^\dagger d_{m\uparrow}=s_+S_-$. The opposite choice gives $s_-S_+$. Their sum is
\begin{equation}
s_+S_-+s_-S_+=2(s_xS_x+s_yS_y).
\end{equation}
Adding the two results gives
\begin{equation}
H_{\rm x}=-\frac{G^2}{5}\left(\frac n2+2\,\mathbf s\cdot\mathbf S\right).
\label{eq:Hx}
\end{equation}

No magnetic force acts here. The spins enter because antisymmetry ties the spatial arrangement of the electrons to their spin. The form is this simple because \eqref{eq:exchange} has the same value for all five $d$ orbitals, so the orbital state of the $3d$ shell drops out.

\subsection*{(c) The energies of the two final states}

\textbf{Question.} Find the splitting for a parent term of spin $S$. Does it require the parent to be the Hund ground term? Under what conditions does it fail?

\textbf{Solution.} Consider first the rest of the Hamiltonian. A closed shell contains equal numbers of electrons of both spins. Its field on an outside electron is therefore the same for spin up and spin down, and it is spherical. It adds one constant for the $3s$ electron and one for each $3d$ electron. What remains is the repulsion $H_{dd}$ among the $3d$ electrons, so that
\begin{equation}
H=\text{constant}+H_{dd}+H_{\rm x}.
\end{equation}
The operator $H_{dd}$ conserves $\mathbf S$ and does not act on $\mathbf s$, so it commutes with $H_{\rm x}$. Each parent term keeps its own energy and is shifted by the eigenvalues of $H_{\rm x}$. This argument made no use of the Hund term; it holds for every term of the shell.

Let $J$ denote the total spin quantum number, for $\mathbf J=\mathbf S+\mathbf s$. Squaring this sum gives
\begin{equation}
2\,\mathbf s\cdot\mathbf S=J(J+1)-S(S+1)-\tfrac34 .
\end{equation}
The two possible values are
\begin{align}
J=S+\tfrac12:\quad
2\,\mathbf s\cdot\mathbf S
&=\left(S^2+2S+\tfrac34\right)-S^2-S-\tfrac34=S,\\
J=S-\tfrac12:\quad
2\,\mathbf s\cdot\mathbf S
&=\left(S^2-\tfrac14\right)-S^2-S-\tfrac34=-(S+1).
\end{align}
The exchange energies are thus
\begin{align}
E_{\rm x}(S+\tfrac12)&=-\frac{G^2}{5}\left(\frac n2+S\right),\\
E_{\rm x}(S-\tfrac12)&=-\frac{G^2}{5}\left(\frac n2-S-1\right).
\end{align}
In the difference the $n/2$ cancels and $S+(S+1)$ remains:
\begin{equation}
\boxed{\;E(S-\tfrac12)-E(S+\tfrac12)=\frac{2S+1}{5}\,G^2(3s,3d).\;}
\label{eq:vv}
\end{equation}
This is Van Vleck's result for a $3s$ hole. The state of higher spin lies lower.

Two limits show its content. For $S=0$ one final spin exists, $J=\tfrac12$, and there is no splitting. For a single $3d$ electron, $S=\tfrac12$, the splitting is $2G^2/5$, which is twice the exchange integral, as it must be for a singlet and a triplet formed from two orbitals.

A spin-independent crystal field acting on the $3d$ shell also commutes with \eqref{eq:Hx}, so the splitting survives as long as the crystal-field state has a definite $S$ and the $3d$ orbitals keep their common radial function. It changes if covalency gives the $d$ orbitals different radial shapes, if spin-orbit coupling mixes different $S$, or if each final state is allowed its own orbitals. It also changes if other configurations mix into the final states. That last condition is the subject of the second half.

\subsection*{(d) Spin states and determinants of Mn$^{2+}$}

\textbf{Question.} Mn$^{2+}$ has the ground term $3d^5\,{}^6S$. Name the final states and express them through determinants. What would one obtain by subtracting the energies of two determinants that differ by a flipped $3s$ spin?

\textbf{Solution.} With $S=\tfrac52$ the total spin is 3 or 2. The parent has $L=0$ and the $3s$ electron adds no orbital angular momentum, so the final states are ${}^7S$ and ${}^5S$. Equation \eqref{eq:vv} gives
\begin{equation}
E({}^5S)-E({}^7S)=\frac65\,G^2 .
\label{eq:mn}
\end{equation}

Let $|D_7\rangle$ be the determinant in which the $3s$ electron and the five $3d$ electrons all have spin up. It has spin projection 3 and belongs to ${}^7S$. Let $|D_0\rangle$ be the determinant with the $3s$ spin turned down. The lowering operator applied to $|D_7\rangle$ turns down each of the six spins in turn and yields six orthogonal determinants with equal coefficients. The septet state with projection 2 is this sum divided by $\sqrt6$, so $|D_0\rangle$ contains it with probability $1/6$.

In $|D_0\rangle$ the $3d$ shell is in its ${}^6S$ term. Coupling this term to the $3s$ spin gives two states of projection 2, one septet and one quintet. The remaining probability therefore belongs to the quintet. With a suitable choice of phases,
\begin{equation}
|D_0\rangle=\sqrt{\tfrac56}\,|{}^5S\rangle+\sqrt{\tfrac16}\,|{}^7S\rangle .
\label{eq:D0}
\end{equation}

Exchange lowers the energy for parallel spins. In $|D_7\rangle$ the $3s$ electron is parallel to five $3d$ electrons, which contributes $-5\,(G^2/5)=-G^2$. In $|D_0\rangle$ it is parallel to none. The determinants differ in energy by $G^2$. By \eqref{eq:D0} the energy of $|D_0\rangle$ is the weighted mean of the two true energies, so
\begin{equation}
G^2=\tfrac56E({}^5S)+\tfrac16E({}^7S)-E({}^7S)
=\tfrac56\left[E({}^5S)-E({}^7S)\right].
\end{equation}
This reproduces \eqref{eq:mn}. The difference of the determinants is too small by the factor $5/6$, because $|D_0\rangle$ is not a state of definite total spin.

\subsection*{(e) The size of the splitting}

\textbf{Question.} Evaluate \eqref{eq:mn} with Hartree--Fock orbitals and compare it with the measured size, roughly 6.5 eV in the salt MnF$_2$.

\textbf{Solution.} The orbitals come from nonrelativistic restricted open-shell Hartree--Fock calculations on the free ion in the Gaussian basis def2-QZVP. One set is optimized for the ${}^6S$ ground state of Mn$^{2+}$. The other is optimized for the ${}^7S$ state with the $3s$ hole and includes the response of the orbitals to the hole. The energy does not change when doubly occupied orbitals of equal $l$ are rotated into each other, so the separation of $3s$ from $1s$ and $2s$ in the ground state, and of $3p$ from $2p$ in both states, is a convention. Here these orbitals diagonalize the mean of the spin-up and spin-down Fock operators. Using either operator alone changes the ground-state $G^2$ by about 0.01 eV, and it changes $R^1$, $D$ and the splittings with configuration mixing found below by up to about 0.03, 0.05 and 0.03 eV. A much larger uncontracted basis changes $G^2$, $R^1$, $D$ and these splittings by less than 0.01 eV. Numerical integration of \eqref{eq:G2} gives
\begin{align}
\text{ground-state orbitals:}\quad &G^2=11.10~\text{eV},\quad
\tfrac65G^2=13.3~\text{eV},\\
\text{hole-state orbitals:}\quad &G^2=12.04~\text{eV},\quad
\tfrac65G^2=14.45~\text{eV}.
\end{align}
The mean radius of $3d$ shrinks from 0.58 to 0.53 angstrom when the hole is made, while that of $3s$ stays near 0.45 angstrom. The more compact $3d$ shell goes with the larger exchange integral.

The ratios to the measured size are $13.3/6.5\approx2.0$ and $14.45/6.5\approx2.2$. The formula therefore gives about twice the measured splitting. Relaxing the common orbitals does not cure this; it makes the disagreement somewhat larger.

\section{What the single configuration leaves out}

The first half used the configuration
\begin{equation}
A=3s^1\,3p^6\,3d^5
\end{equation}
of the ionized Mn$^{2+}$ ion. Its states ${}^7S$ and ${}^5S$ are separated by $\tfrac65G^2$, where $G^2$ is the exchange integral of $3s$ and $3d$. This is 14.45 eV with orbitals optimized for the hole state and 13.3 eV with ground-state orbitals, against a measured size of roughly 6.5 eV in MnF$_2$. The determinant $|D_0\rangle$, with the $3s$ spin down and five $3d$ spins up, has the composition $\tfrac56$ quintet and $\tfrac16$ septet. Below, $|{}^5S\rangle$ and $|{}^7S\rangle$ continue to mean the states of configuration $A$ alone.

The $3p$ shell has so far been a passive closed shell. Its mean radius in the hole state is 0.47 angstrom, between the 0.45 of $3s$ and the 0.53 of $3d$. The three shells share the same region, so Coulomb repulsion can redistribute electrons among them effectively.

Within a single configuration, exchange splits the $3s$ line of Mn$^{2+}$ by $\tfrac65G^2$, which is about twice the measured size, and relaxing the common orbitals does not cure this. It remains to examine how far the mixing of configurations within the $3s$, $3p$ and $3d$ shells accounts for the disagreement.
